# Nth-order downfolding: error laws for orbitals and eigenvalues

## The form of the answer

Let a fixed set of orbitals be built from energy-dependent Löwdin orbitals at the energies $E_0,\dots,E_N$, with no mesh point preferred. Suppose that it reproduces an eigenstate whenever the energy $E$ of that state equals a mesh energy. The error of the normalised state is then dimensionless, symmetric under permutation of the mesh points, unchanged by a common shift of all energies, and zero at $E=E_i$. The polynomial of lowest degree in $E$ with these zeros is

$$q(E)=\prod_{i=0}^{N}(E-E_i).$$

It has the required symmetries and the dimension (energy)$^{N+1}$, so it must multiply a vector of dimension (energy)$^{-(N+1)}$. An energy expectation value is stationary at an eigenstate, so its error should start with $q(E)^2$ times a coefficient of dimension (energy)$^{-(2N+1)}$.

This argument gives neither the vector nor the conditions under which it stays finite. The theorem supplies both.

## Setting and theorem

$H$ is a finite Hermitian matrix in an orthonormal basis, divided into active orbitals $A$ and passive orbitals $P$. This is the matrix version of muffin-tin downfolding; the construction of the muffin-tin basis itself is not treated. Blocks are written $H_{AA},H_{AP},H_{PA},H_{PP}$, and $|A\rangle$, $|P\rangle$ denote the rows of basis vectors. The energy-dependent Löwdin orbitals and the active block of the resolvent are

$$\phi(E)=|A\rangle+|P\rangle(E-H_{PP})^{-1}H_{PA},\qquad G(E)=[(E-H)^{-1}]_{AA}.$$

The mesh energies are distinct and, for the moment, are eigenvalues of neither $H$ nor $H_{PP}$. With

$$w_i=\prod_{j\ne i}\frac{1}{E_i-E_j},\qquad D=\sum_i w_iG(E_i),$$

the $N$th-order orbitals are

$$\chi=\sum_i\phi(E_i)L_i,\qquad L_i=w_iG(E_i)D^{-1}.\tag{1}$$

$D$ is the divided difference of $G$ over the mesh. The matrix weights obey $\sum_iL_i=DD^{-1}=1$, so the active part of $\chi$ is the unit matrix.

**Theorem.** Let $q(H)_{PP}$ be invertible, and let $\psi=|A\rangle v+|P\rangle u$ be a normalised eigenvector of $H$ with energy $E$.

(a) The wavefunction error is

$$\psi-\chi v=q(E)\,\eta,\qquad \eta=|P\rangle[q(H)_{PP}]^{-1}u.\tag{2}$$

(b) Let $\varepsilon_k$ be the variational eigenvalues of $H$ in the span of $\chi$. Select one, $\varepsilon_0$, and let $g=\min_{k\neq0}|\varepsilon_k-E|>0$. Put $S=\chi^\dagger\chi$, $r=\chi^\dagger(H-E)\eta$ and $\rho^2=r^\dagger S^{-1}r$. Then

$$|\varepsilon_0-E|\le q(E)^2\,\frac{|\eta^\dagger(H-E)\eta|+\rho^2/g}{v^\dagger Sv-q(E)^2\rho^2/g^2}\tag{3}$$

whenever the denominator is positive.

"Proportional to $q$" thus means up to a prefactor that itself depends on $E$ and on the mesh. The eigenvalue error is $O(q^2)$ when $\eta$ stays bounded while $|v|$ and $g$ stay away from zero.

## Lemma 1: the Löwdin orbitals carry the resolvent

$$\phi(E)G(E)=(E-H)^{-1}|A\rangle.\tag{4}$$

*Proof.* The passive rows of $(H-E)\phi(E)$ are

$$H_{PA}+(H_{PP}-E)(E-H_{PP})^{-1}H_{PA}=H_{PA}-H_{PA}=0.$$

The active rows are $-F(E)$, with

$$F(E)=E-H_{AA}-H_{AP}(E-H_{PP})^{-1}H_{PA}.$$

Hence $(E-H)\phi=|A\rangle F$, or $\phi=(E-H)^{-1}|A\rangle F$. The active rows of this equation read $1=G(E)F(E)$, so $F=G^{-1}$. Multiplication by $G$ from the right gives (4). $\square$

## Lemma 2: downfolding of a polynomial of $H$

$$\chi=|A\rangle+|P\rangle X,\qquad X=-[q(H)_{PP}]^{-1}q(H)_{PA}.\tag{5}$$

*Proof.* Since $w_i=1/q'(E_i)$, the partial-fraction expansion of $1/q$ is

$$\frac1{q(x)}=\sum_i\frac{w_i}{x-E_i},\qquad\text{so}\qquad \sum_i\frac{w_i}{E_i-x}=-\frac1{q(x)}.\tag{6}$$

Applied to each eigenvalue $x$ of $H$, this gives $\sum_iw_i(E_i-H)^{-1}=-q(H)^{-1}$. With (4),

$$\chi D=\sum_iw_i\phi(E_i)G(E_i)=-q(H)^{-1}|A\rangle .$$

The active block of this equation is $D=-K$, with $K=[q(H)^{-1}]_{AA}$. The two minus signs cancel:

$$\chi=q(H)^{-1}|A\rangle K^{-1}.\tag{7}$$

Therefore $q(H)\chi=|A\rangle K^{-1}$ has no passive part. Its passive rows say $q(H)_{PA}+q(H)_{PP}X=0$, which is (5). $\square$

Equation (5) is ordinary Löwdin elimination, at energy zero, applied to $q(H)$ instead of $H$. For $N=0$ it gives $X=(E_0-H_{PP})^{-1}H_{PA}$, as it must. Equation (7) shows why the method works. The factor $q(H)^{-1}$ multiplies each eigenstate component of $|A\rangle$ by $1/q$ at its energy, which is large near a mesh point. The matrix $K^{-1}$ then recombines the columns so that their active part is the unit matrix. This leaves their span unchanged, but an individual orbital need not be richer in the states near the mesh.

**Remark on regularity.** Block elimination gives $\det q(H)=\det q(H)_{PP}\,\det\big(q(H)_{AA}-q(H)_{AP}[q(H)_{PP}]^{-1}q(H)_{PA}\big)$, and the last matrix is $K^{-1}$. Hence $\det q(H)_{PP}=\det q(H)\det K$. Away from the eigenvalues of $H$, invertibility of $q(H)_{PP}$ and of $D$ are the same condition. When a mesh energy is an eigenvalue of $H$, $G(E_i)$ has no finite value if that state has active weight, but (5) can remain regular. It is then taken as the definition of $\chi$.

## Proof of part (a)

Because $H\psi=E\psi$, also $q(H)\psi=q(E)\psi$. The passive rows are

$$q(H)_{PA}v+q(H)_{PP}u=q(E)u.$$

Multiply by $[q(H)_{PP}]^{-1}$ and use (5):

$$u=Xv+q(E)[q(H)_{PP}]^{-1}u.$$

The active parts of $\psi$ and $\chi v$ are both $v$, so their difference is $|P\rangle(u-Xv)$, which is (2). No expansion in $E-E_i$ was made. $\square$

**What is interpolated.** If $E=E_i$ is an eigenvalue of $H$ but not of $H_{PP}$, then $\psi=\phi(E_i)v$ with $G(E_i)^{-1}v=0$, where $G^{-1}$ means the finite matrix $F$ of Lemma 1. Part (a) gives $\chi v=\phi(E_i)v$. This does not make the matrices $\chi$ and $\phi(E_i)$ equal. To find their difference, write $q(H)=q(E)+Q(H-E)$, where $Q$ is a polynomial of degree $N$ in $H$, and use $(H-E)\phi=-|A\rangle G^{-1}$:

$$q(H)\phi(E)=q(E)\phi(E)-Q|A\rangle G(E)^{-1}.$$

With $\phi_P$ the passive coefficients of $\phi$, the passive rows give

$$\phi_P(E)-X=[q(H)_{PP}]^{-1}\big\{q(E)\phi_P(E)-Q_{PA}G(E)^{-1}\big\}.\tag{8}$$

At a mesh energy the first term vanishes. The second vanishes for $N=0$, where $Q=1$ has no $PA$ block. For $N=1$, $Q=H+E-E_0-E_1$ and $Q_{PA}=H_{PA}$, so a difference generally remains. It disappears when it acts on a solution $v$. The interpolation therefore concerns solutions of the Schrödinger equation, and not every column of $\phi(E)$.

## Proof of part (b)

Let $c_k$ be the variational eigenvectors, normalised by $c_k^\dagger Sc_l=\delta_{kl}$. With $M=\chi^\dagger(H-E)\chi$ they satisfy $Mc_k=(\varepsilon_k-E)Sc_k$. Expand $v=\sum_k\alpha_kc_k$, so that $\alpha_k=c_k^\dagger Sv$. From (2), $\chi v=\psi-q\eta$, and $(H-E)\psi=0$. Hence

$$Mv=-q\,r,\qquad v^\dagger Mv=q^2\,\eta^\dagger(H-E)\eta .$$

Projection of the first equation on $c_k$ gives $(\varepsilon_k-E)\alpha_k=-q\,c_k^\dagger r$. The second has the expansion $v^\dagger Mv=\sum_k|\alpha_k|^2(\varepsilon_k-E)$. Separating $k=0$ and inserting $\alpha_k$ for the others yields

$$(\varepsilon_0-E)|\alpha_0|^2=q^2\Big[\eta^\dagger(H-E)\eta-\sum_{k\ne0}\frac{|c_k^\dagger r|^2}{\varepsilon_k-E}\Big].\tag{9}$$

Since $\sum_kc_kc_k^\dagger=S^{-1}$, we have $\sum_k|c_k^\dagger r|^2=\rho^2$. The sum in (9) is thus at most $\rho^2/g$ in magnitude. Also

$$|\alpha_0|^2=v^\dagger Sv-\sum_{k\ne0}|\alpha_k|^2\ge v^\dagger Sv-q^2\rho^2/g^2 .$$

Division gives (3). Here $\rho$ is the norm of the projection of $(H-E)\eta$ on the span of $\chi$, so it is bounded when $\eta$ is. Moreover $v^\dagger Sv=|v|^2+|Xv|^2\ge|v|^2$. This establishes the stated $O(q^2)$ regime. $\square$

For one active orbital the sum in (9) is absent, and

$$\varepsilon_0-E=q^2\,\frac{\eta^\dagger(H-E)\eta}{|\chi v|^2}.\tag{10}$$

When $\eta$ is expanded in eigenstates of $H_{PP}$, those above $E$ contribute positively to this error and those below contribute negatively. If two variational levels approach $E$, then $g\to0$ and (3) ceases to be a useful bound for a single level.

## Lemma 3: model matrices from $G$ and its derivative

Let $G[\dots]$ denote a divided difference over the listed mesh indices, repeated indices being understood as limits. Then

$$S=-D^{-1}G[0,0,\dots,N,N]D^{-1},$$
$$\chi^\dagger(H-E_N)\chi=-D^{-1}G[0,0,\dots,N{-}1,N{-}1,N]D^{-1}.\tag{11}$$

*Proof.* Equation (7) gives $S=K^{-1}[q(H)^{-2}]_{AA}K^{-1}$. By (6), the divided difference of $(E-H)^{-1}$ over any nodes $z_i$ is $-\prod_i(H-z_i)^{-1}$, and the limit of coinciding nodes preserves this form. Doubling every node gives $-q(H)^{-2}$; omitting one copy of $E_N$ gives $-(H-E_N)q(H)^{-2}$. Insert $K^{-1}=-D^{-1}$ twice. $\square$

The doubled nodes require $\dot G=dG/dE$. From (4),

$$\dot G=-[(E-H)^{-2}]_{AA}=-G\phi^\dagger\phi G .$$

The matrices $G(E_i)$ and the overlaps $\phi^\dagger(E_i)\phi(E_i)$ at the mesh energies therefore suffice to set up the small eigenvalue problem. The orbitals $\phi(E_i)$ alone do not, since they do not contain $H_{AA}$, which enters through $G$.

## Two limits and a failure

**Shrinking mesh.** Put $E_i=E+h\,t_i$ with fixed distinct $t_i$, where $E$ is the eigenvalue of interest. Then $q(E)=(-h)^{N+1}\prod_it_i$. If $[(H-E)^{N+1}]_{PP}$ is invertible, $\eta$ has a finite limit. The wavefunction error is $O(h^{N+1})$ and, for $v\neq0$ and $g$ bounded below, the eigenvalue error is $O(h^{2N+2})$.

For odd $N$ and a purely passive vector $x$,

$$x^\dagger(H-E)^{N+1}x=\big|(H-E)^{(N+1)/2}x\big|^2 .$$

This vanishes only if $x$ is itself an eigenvector at $E$. For even $N$ the matrix need not be definite, and it can also be singular by accident. For $N=0$ this occurs when $E$ is an eigenvalue of $H_{PP}$.

**Weak coupling.** To leading order in $H_{PA}$, $q(H)_{PP}$ may be replaced by $q(H_{PP})$. A passive level $e_p$ with amplitude $u_p$ then contributes

$$q(E)\eta_p\simeq u_p\prod_i\frac{E-E_i}{e_p-E_i}.$$

To this order, an added mesh point reduces the contribution if it lies closer to $E$ than to $e_p$. A passive level close to a mesh point, whether just inside or just outside the mesh window, makes a denominator small and can spoil the method.

**Missing active weight.** If $v=0$, then $\chi v=0$ and (2) gives $\eta=\psi/q(E)$: the error has norm one, however small $q(E)$ is. This has a topological consequence. Let an isolated Bloch band have an active amplitude $v(\mathbf k)$ of one smooth, periodic trial orbital that vanishes nowhere. Choosing the phase of $\psi$ so that $v>0$ gives a smooth periodic gauge over the whole zone, and the Chern number is zero. A band with nonzero Chern number must therefore have $v=0$ somewhere, and one such orbital cannot downfold it uniformly.

## Example: a chain with one active orbital

Each cell has an active orbital $a$ on the site and, at the bond centre, an even orbital $s$ and an odd orbital $p$. The lattice constant is one. With a factor $i$ absorbed into $p$, the Bloch matrix in eV is

$$H(k)=\begin{pmatrix}0&2\cos\frac k2&2\sin\frac k2\\2\cos\frac k2&5-\cos k&\sin k\\2\sin\frac k2&\sin k&-4+\cos k\end{pmatrix}.$$

These are round model parameters. The middle band, from $-0.828$ to $0.702$ eV, is downfolded onto $a$. The meshes are $\{0\}$, $\{-0.5,0.5\}$ and $\{-0.6,0,0.6\}$ eV for $N=0,1,2$.

**Zone boundary.** At $k=\pi$ the orbital $s$ decouples, leaving $H_{pp}=-5$ and $H_{pa}=2$ eV. The energy solves $E^2+5E-4=0$, so $E=(-5+\sqrt{41})/2=0.701562$ eV, and $u_p/v=2/(E+5)=0.350781$.

For $N=0$, $X=2/5=0.4$. For $N=1$, $q(H)=H^2-0.25$, hence

$$q(H)_{pp}=2^2+5^2-0.25=28.75,\qquad q(H)_{pa}=-5\cdot2=-10,$$

and $X=10/28.75=0.347826$. For $N=2$, $q(H)=H^3-0.36H$ has $q(H)_{pp}=-165+1.8=-163.2$ and $q(H)_{pa}=58-0.72=57.28$, so $X=0.350980$. The model energy is

$$\varepsilon=\frac{4X-5X^2}{1+X^2}=0.689655,\ 0.701518,\ 0.701562\ \text{eV}$$

for $N=0,1,2$.

The laws can be followed for $N=1$. Here $q(E)=0.701562^2-0.25=0.24219$ eV$^2$ and $|\eta|=0.01151$ eV$^{-2}$. Their product, $2.79\times10^{-3}$, is the norm of the wavefunction error. In (10), $H_{pp}-E=-5.7016$ eV and $|\chi v|^2\simeq0.998$, so

$$\varepsilon-E\simeq-\frac{0.24219^2\times0.01151^2\times5.7016}{0.998}\simeq-4.4\times10^{-5}\ \text{eV}.$$

The sign is negative because the coupled passive orbital lies below the band. At $k=0$ it is $s$, above the band, that couples, and the $N=1$ error is $+3.5\times10^{-4}$ eV.

The same point shows that the matrix $\phi(E_i)$ is not interpolated. At the mesh energy $0.5$ eV, $\phi_p=2/5.5=0.3636$, whereas $X=0.3478$. No eigenvalue lies at $0.5$ eV for this $k$. The band does cross that energy at $k=0.770\pi$, and there part (a) makes the $N=1$ orbital reproduce the Bloch state.

**Whole zone.** Numerical diagonalisation on 64 equally spaced $k$ points gives these largest errors:

| $N$ | wavefunction error | eigenvalue error (eV) |
|---|---|---|
| 0 | $7.9\times10^{-2}$ | $2.8\times10^{-2}$ |
| 1 | $8.5\times10^{-3}$ | $3.5\times10^{-4}$ |
| 2 | $1.1\times10^{-3}$ | $5.8\times10^{-6}$ |

The wavefunction error is a norm relative to a normalised state. Relative to the band width of 1.53 eV, the eigenvalue errors are about 2%, 0.02% and 0.0004%.

Both $q$ and its prefactor vary over the band. At $k=\pi/4$ the $N=2$ eigenvalue error is $-8\times10^{-10}$ eV, while at $k=0$ it is $+6\times10^{-6}$ eV. Most of the reduction comes from $q$, which falls in magnitude from $0.270$ to $0.0055$ eV$^3$ because the band energy $-0.607$ eV is close to a mesh point. The sign follows from (10). At $k=0$ only $s$ contributes, with a positive term. At $k=\pi/4$ the negative $p$ term, $-2.4\times10^{-9}$ eV, outweighs the positive $s$ term, $1.0\times10^{-9}$ eV, and the positive $s$–$p$ cross term, $0.6\times10^{-9}$ eV.

**Hoppings.** The coefficients $t_m=\frac1{64}\sum_k\varepsilon(k)\cos mk$ define a one-band model on the orbitals normalised at each $k$, $\chi(k)/|\chi(k)|$. In real space these are the symmetrically orthonormalised orbitals. The site orbitals $\chi$ themselves overlap their neighbours (by 0.01 to 0.02 here), and their matrix elements of $H$ differ from $t_m$. Because $|\cos mk|\le1$, the error of each $t_m$ cannot exceed the largest eigenvalue error. The full band gives $t_1=-0.38099$ and $t_3=-0.00141$ eV. For $N=0$ the values are $-0.37375$ and $+0.00128$ eV: the nearest-neighbour hopping is 2% too small in magnitude, and the small third-neighbour hopping has the wrong sign. For $N=1$ they are $-0.38094$ and $-0.00138$ eV. An error that looks minor in the band can thus still decide the sign of a weak long-range hopping.

Numerical values quoted here were computed with a short program.
